Schottky barrier lowering at a metal surface: height and position

**Question**

I am stuck on an exercise about electron emission from a metal. A field of strength F = 10⁸ V/m at a flat metal surface pulls electrons outward. I am to show that the barrier which an electron must cross is lowered by

Δ = √(e³F/(4πε₀)),

and then to find Δ in eV and the distance from the surface at which the top of the barrier lies.

I replaced the metal by an image charge +e at distance x behind the surface, when the electron is at distance x in front of it. The two charges are 2x apart, so I took their Coulomb energy, added the energy in the applied field, and wrote

U(x) = −e²/(8πε₀x) − eFx.

Setting the derivative to zero puts the maximum at 2.68 nm, with a lowering of 0.54 eV. But my formula for the lowering has 2π where the exercise has 4π. Moreover, at 2.68 nm the attraction between the electron and its image does not balance the force eF, although I thought that this was what a maximum meant. Where is the mistake?

I am also puzzled by the field term itself. It is zero at the surface and falls without limit farther out. How does it lower a barrier by a definite amount?

**Answer**

Your image charge is in the right place, and your force argument is sound. The fault is in the energy: the Coulomb energy of two charges 2x apart is twice the potential energy of an electron at distance x from a grounded metal. To see why, it is safest to find the force first and obtain the energy from it.

**The model and its signs**

Let the metal fill the half-space behind a flat surface, with vacuum in front. Treat it as a perfect, grounded conductor, so that its surface is at zero potential. The electron has charge −e, with e > 0, and sits at rest or moves slowly enough for the charge in the metal to follow it. Its distance from the surface is x.

F is a positive magnitude. The electron is to be pushed outward, so the field vector must point into the metal. F is the full uniform field just outside the surface when the electron is absent, so it already includes the effect of the surface charge that the applied field itself produces. What remains to be found is the effect of the extra charge that the electron induces. The equations of electrostatics are linear, so the two effects can be added.

**Why an image charge works**

Let z be the distance of a field point from the surface, and r its distance from the line that runs through the electron at right angles to the surface. In the vacuum, z > 0, try the potential of the electron plus that of a charge +e at z = −x:

V(r,z) = (e/(4πε₀)) [ −1/√(r² + (z−x)²) + 1/√(r² + (z+x)²) ].

At z = 0 the two square roots are equal and V = 0, as the grounded surface requires. The image lies behind the surface, so the only charge that this potential has in the vacuum is the electron. It also vanishes far away. No other potential meets these conditions: the difference of two candidates would obey Laplace's equation throughout the vacuum and vanish on its whole boundary, and since such a function has no maximum or minimum inside the region, it would be zero everywhere.

The image is a device for calculating the field in the vacuum. The real positive charge lies on the surface, and its density follows from the normal field there:

σ(r) = −ε₀ ∂V/∂z at z = 0.

Write s = √(r² + x²). At z = 0 the derivative of the first term in the bracket is (z−x)/s³ = −x/s³, and that of the second is −(z+x)/s³ = −x/s³. They add to −2x/s³, so

σ(r) = −ε₀ · (e/(4πε₀)) · (−2x/s³) = ex/(2πs³).

The density is positive, as it should be opposite a negative charge. Summed over rings of area 2πr dr, it gives

∫₀^∞ 2πr σ dr = ex ∫₀^∞ r dr/(r² + x²)^(3/2) = ex · (1/x) = e.

**The force on the electron**

A surface element dA at distance s from the electron attracts it with the force eσ dA/(4πε₀s²). The sideways parts cancel around each ring. The part directed toward the surface carries the factor x/s. Hence the total attraction is

f(x) = ∫₀^∞ [eσ/(4πε₀s²)] · (x/s) · 2πr dr.

Inserting σ = ex/(2πs³) and collecting factors gives

f(x) = (e²x²/(4πε₀)) ∫₀^∞ r dr/(r² + x²)³.

With u = r² + x² and du = 2r dr, the integral becomes

½ ∫ u⁻³ du from u = x² to ∞ = ½ · 1/(2x⁴) = 1/(4x⁴).

Therefore

f(x) = e²/(16πε₀x²).

This equals the Coulomb force between the electron and a charge +e at distance 2x, because (2x)² = 4x² turns 4πε₀ into 16πε₀. Your picture of the image therefore gives the correct force.

**The energy, and the missing factor of one half**

Count x as positive outward. The force component on the electron is then −f. With no applied field, choose the energy to be zero when the electron is at rest far from the metal; this is the zero-field vacuum level. The energy at x is minus the work that an outside agent must do to take the electron slowly from x to infinity:

U_image(x) = −∫ₓ^∞ f(x′) dx′ = −(e²/(16πε₀)) ∫ₓ^∞ dx′/x′² = −e²/(16πε₀x).

The Coulomb energy that you used is −e²/(4πε₀·2x) = −e²/(8πε₀x), which is twice as deep. It is the correct energy for two real charges. To separate two such charges symmetrically, an agent must pull on both, and by symmetry half of the work is done on each. At the metal surface the agent pulls on the electron alone. The induced charge rearranges itself on a surface held at zero potential, and this costs no work. Only the electron's half of the work remains.

The same factor explains your failed force balance. The derivative of your energy with respect to x moves the electron and the image together, and so returns twice the force on the electron.

**Adding the applied field**

The applied field pushes the electron outward with the constant force +eF. A force is minus the derivative of its energy, so the energy is −eFx, if it is taken to be zero at the surface. The total is

U(x) = −e²/(16πε₀x) − eFx, for x > 0.

For the algebra it helps to write

C = e²/(16πε₀), so that U(x) = −C/x − eFx.

**The position of the maximum**

The derivative is

U′(x) = C/x² − eF.

The first term is the attraction toward the metal and the second is the outward push. Close to the surface the attraction is larger and U rises with x. Far out the push is larger and U falls. The two are equal at one distance only:

C/x_m² = eF,

x_m² = C/(eF) = e²/(16πε₀eF) = e/(16πε₀F),

x_m = √(e/(16πε₀F)).

The second derivative, U″(x) = −2C/x³, is negative for every x > 0, so this point is a maximum. It is also where the forces balance, as you expected.

**The height of the maximum**

From the balance condition, C = eFx_m². The image energy at the top is therefore

−C/x_m = −eFx_m,

which is the same as the field energy there. The two contributions are equal, and

U(x_m) = −2eFx_m.

The lowering Δ is the depth of the top below the zero-field vacuum level, so Δ = −U(x_m) = 2eFx_m. Inserting x_m and taking the factor 2eF under the root gives

Δ = 2eF √(e/(16πε₀F)) = √(4e²F² · e/(16πε₀F)) = √(e³F/(4πε₀)).

This is the required formula, with 4π. The units agree: e²/(4πε₀) is an energy times a length and eF is an energy per length, so their product is an energy squared.

The result can be confirmed without a derivative. Put C = eFx_m² into U and separate off the value at the top:

U(x) = −eF(x_m² + x²)/x

= −eF[(x − x_m)² + 2x x_m]/x

= −Δ − eF(x − x_m)²/x.

The last term is never positive for x > 0, and it is zero only at x = x_m. The barrier is therefore highest there.

**How the field lowers the barrier**

Suppose first that there were no image attraction and that the barrier rose abruptly at the surface to the vacuum level. Adding −eFx would make the energy slope downward outside, but its highest value would still be that at the surface, where the field term is zero. In such a model the barrier would become thinner without becoming lower.

The image attraction changes this by spreading the last part of the climb over a distance. An electron at x has still to gain the energy C/x before it reaches the zero-field vacuum level. Meanwhile the applied field has already done the work eFx on it. At x_m the electron stops climbing. It is spared the remaining climb C/x_m, and it has received the work eFx_m. These are the two equal parts of Δ.

The unlimited fall of −eFx at large x does not matter for the height, because the electron has by then passed the top. What counts is the highest point on the way out.

If W is the work function, the zero-field vacuum level lies W above the Fermi level of the metal. With the field on, the top of the barrier lies at W − Δ above the Fermi level. The value of W is not needed to find Δ or x_m.

**Numbers for F = 10⁸ V/m**

Electronvolts and nanometres keep the arithmetic short. The constants give

C = e²/(16πε₀) = 0.360 eV nm.

One metre is 10⁹ nm, so the field is 0.100 V/nm, and the force on a charge of size e is

eF = 0.100 eV/nm.

The position of the top is

x_m = √(C/(eF)) = √(0.360/0.100) nm = √3.60 nm = 1.90 nm.

The lowering is Δ = 2eFx_m, so

Δ = 2 × 0.100 eV/nm × 1.897 nm = 0.379 eV.

To two digits, **the barrier is lowered by 0.38 eV, and its top lies 1.9 nm from the surface**. In SI units these are 6.1 × 10⁻²⁰ J and 1.9 × 10⁻⁹ m. The image attraction and the applied field contribute 0.19 eV each.

Energies on either side show the shape of the barrier:

x = 0.5 nm: U = −0.770 eV
x = 1.0 nm: U = −0.460 eV
x = 1.9 nm: U = −0.379 eV
x = 4.0 nm: U = −0.490 eV
x = 8.0 nm: U = −0.845 eV

At 1.0 nm, for example, the image term is −0.360 eV and the field term is −0.100 eV. At 4.0 nm they are −0.090 eV and −0.400 eV. The image term dominates on the inner side and the field term on the outer side.

Your own numbers can now be traced. Using the pair energy amounts to replacing C by 2C. Since x_m = √(C/(eF)) and Δ = 2eFx_m = 2√(C·eF), both grow by the factor √2. That takes 1.90 nm to 2.68 nm and 0.379 eV to 0.537 eV, which are the values you found. At 2.68 nm the true attraction is

0.360/2.68² eV/nm = 0.050 eV/nm,

only half of the applied 0.100 eV/nm. Your force check had found a real error.

The numerical check starts from the induced surface charge, sums its force, integrates that force to get the energy, and searches for the top of the barrier; it agrees with the formulas.

**Other fields, and where the model stops**

The formulas give Δ ∝ √F and x_m ∝ 1/√F. A hundred times more field lowers the barrier ten times more and brings its top ten times closer:

F = 10⁶ V/m: Δ = 0.038 eV, x_m = 19 nm
F = 10⁷ V/m: Δ = 0.12 eV, x_m = 6.0 nm
F = 10⁸ V/m: Δ = 0.38 eV, x_m = 1.9 nm
F = 10⁹ V/m: Δ = 1.2 eV, x_m = 0.60 nm

As F goes to zero, the lowering disappears and the top moves out to infinity, which restores the ordinary vacuum level.

If the field is reversed, so that it pushes electrons back toward the metal, the field term changes sign and the derivative becomes C/x² + eF. This is positive for every x > 0. The energy then keeps rising outward and has no maximum, so the formula for Δ does not apply.

The strong-field end needs care for a different reason. The expression −C/x goes to minus infinity at the surface, whereas the energy of an electron entering a real metal stays finite. A real surface is made of atoms, and its induced charge is spread over a layer of roughly atomic thickness, so the image law cannot be trusted within such distances. What the calculation needs is that the law holds around x_m and outward from it, and that closer to the surface the true energy stays below its value at x_m. At 10⁸ V/m the top is at 1.9 nm, several atomic spacings out, and the model is reasonable. At 10⁹ V/m it is at 0.60 nm, and the computed 1.2 eV should be read as an estimate.

For the same reason, x is measured from the electrical surface of the ideal conductor, which need not pass through the outermost nuclei. Suppose that the zero of the field term were misplaced by 0.1 nm relative to that of the image term. The energy would then shift by 0.100 eV/nm × 0.1 nm = 0.01 eV. Both terms must therefore be measured from the same plane. In a metal that screens linearly they share that plane, so its position decides where the top lies relative to the nuclei but hardly changes Δ: in a Thomas–Fermi model with a screening length of 0.05 to 0.07 nm, Δ stays at 0.379 eV for 10⁸ V/m.

Two further conditions belong to the geometry. The surface must be flat, and the applied field uniform, over distances well beyond x_m. Near a sharp tip or a rough spot, F has to be the local field, and even then the formula holds only if the radius of curvature R is much larger than x_m. For a sphere with a radial field, Δ is smaller by a fraction of about 0.75 x_m/R: with a local field of 10⁸ V/m it is 0.374 eV for R = 100 nm and 0.353 eV for R = 20 nm.

Finally, Δ describes the height of the barrier. An electron with less energy than W − Δ may still tunnel through, and how readily it does so depends on the shape and thickness of the whole barrier, which is a separate calculation.

Table of computed values

```
elementary charge e = 1.602177e-19 C
vacuum permittivity eps0 = 8.854188e-12 F/m
applied field F = 1.0e+08 V/m
e^2/(16 pi eps0) = 0.35999 eV nm
applied force eF = 0.1000 eV/nm
position of maximum, formula = 1.8973 nm
position of maximum, numerical = 1.8973 nm
position of maximum, formula = 1.8973e-09 m
barrier lowering, formula = 0.37947 eV
barrier lowering, numerical = 0.37947 eV
barrier lowering, formula = 6.0798e-20 J
image energy at maximum = -0.18973 eV
field energy at maximum = -0.18973 eV
Energy relative to zero-field vacuum level:
  x = 0.5000 nm: U = -0.7700 eV
  x = 1.0000 nm: U = -0.4600 eV
  x = 1.8973 nm: U = -0.3795 eV
  x = 4.0000 nm: U = -0.4900 eV
  x = 8.0000 nm: U = -0.8450 eV
Numerical barrier top at several fields:
  F = 1e+06 V/m: x_m = 18.973 nm, lowering = 0.0379 eV
  F = 1e+07 V/m: x_m = 6.000 nm, lowering = 0.1200 eV
  F = 1e+08 V/m: x_m = 1.897 nm, lowering = 0.3795 eV
  F = 1e+09 V/m: x_m = 0.600 nm, lowering = 1.2000 eV
Erroneous result with fixed-pair energy:
  position = 2.683 nm
  lowering = 0.5366 eV
```
